# Pressure, time and exposure in precursor-mediated atomic layer deposition, part 2

In a half-cycle of atomic layer deposition, precursor vapour at pressure $p$ meets identical, independent sites. Fractions $v$, $\varphi$ and $\theta$ are vacant, physisorbed and chemisorbed, with $v+\varphi+\theta=1$. The surface starts clean. Capture, desorption and irreversible reaction have the rates $a=k_ap$, $d$ and $k$:

$$\frac{dv}{dt}=-av+d\varphi,\qquad \frac{d\varphi}{dt}=av-(d+k)\varphi,\qquad \frac{d\theta}{dt}=k\varphi .$$

Also $K=k_a/d$, $r=a+d$ and $q=Kp/(1+Kp)$. The share $x=\varphi/(1-\theta)$ of unreacted sites that hold a molecule obeys, without approximation (the "full kinetics"),

$$\theta=1-\exp\left(-k\int x\,dt\right),\qquad \frac{dx}{dt}=r(q-x)-kx(1-x).$$

**(b)** For $k\ll r$ and a constant pulse much longer than $1/r$, $x\approx q$ and $\theta=1-e^{-kqt}$. This is the fast law, or "rate law", written $\theta_{\rm f}$ in (c).

**(c)** Its error at constant pressure is bounded by

$$0\le\theta_{\rm f}-\theta\le(1-\theta_{\rm f})(e^{\delta}-1),\qquad \delta=\frac{kq}{r}+\frac{k^2t}{4r}.$$

**(d)** If reaction is much faster than capture and desorption, $\theta\approx1-e^{-k_aE}$, where $E=pt$ is the exposure. The "fast-reaction control" in the numerical output uses $d=10$, $k=10^4$, with $a=1$, $t=1$ and $a=4$, $t=0.25$, in arbitrary time units.

**(e)** Under fast equilibration, the lower pressure gives the larger coverage at equal exposure. For $Kp\ll1$ the exposure law $\theta\approx1-e^{-kKE}$ holds.

**(f)** A target coverage $\theta_*$, with $L=\ln[1/(1-\theta_*)]$, requires

$$t=\frac Lk\left(1+\frac1{Kp}\right),\qquad E=pt=L\left(\frac1{kK}+\frac pk\right).$$

Partial coverages $\theta_i$ after times $t_i$ at pressures $p_i$ give a straight line in $1/p$, and $K$ is its intercept divided by its slope:

$$b_i=\frac{t_i}{-\ln(1-\theta_i)}=\frac1k+\frac1{kK}\,\frac1{p_i}.$$

**(g)** The question now is to extend the coverage law to a slowly varying pressure $p(t)$, and to find which pulse shape gives the highest coverage for a given exposure $E$ and a given duration $T$.

**Solution.** Now $q$ depends on time, and $y=q-x$ obeys

$$\frac{dy}{dt}=-ry+\frac{dq}{dt}+kx(1-x).$$

Since $r\ge d$, the deviation forgets its past at least at the rate $d$. Its size is therefore at most

$$|y(t)|\le|y(0)|\,e^{-dt}+\frac1d\left(\max\left|\frac{dq}{dt}\right|+\frac k4\right).$$

If $q$ changes little within a time $1/d$ and $k\ll d$, the share follows the pressure and

$$\theta=1-\exp\left[-k\int_0^T g(p(t))\,dt\right],\qquad g(p)=\frac{Kp}{1+Kp}.$$

A sudden step in pressure violates the first condition for a moment, but the deviation it causes dies out within about $1/d$.

To compare shapes, differentiate $g$ twice:

$$g'(p)=\frac{K}{(1+Kp)^2},\qquad g''(p)=-\frac{2K^2}{(1+Kp)^3}<0 .$$

The curve lies below each of its tangents. Take the tangent at the mean pressure $\bar p=E/T$:

$$g(p)\le g(\bar p)+g'(\bar p)(p-\bar p).$$

On integration over the pulse the last term vanishes, because $\int_0^T(p-\bar p)\,dt=E-\bar pT=0$. Hence $\int_0^Tg\,dt\le T\,g(\bar p)$, and within this coverage law the constant pulse gives the highest coverage. The result depends on fast equilibration. When $k$ is not small compared with $d$, molecules captured late have no time to react before the pulse ends, and a pulse with more of its exposure early can do better. For $k=1$, $d=2$, $T=1$ and a mean $Kp$ of 2, such a pulse reaches about 0.44 at time $T$ in the full kinetics, against 0.41 for the constant one. Under fast equilibration the reason for the result is the concavity of $g$. Time lost at low pressure is not fully repaid at high pressure.

As an illustration, take $k=1$ and $d=2000$ in units of the reciprocal pulse length, and let $Kp$ vary as $2(1+0.9\sin2\pi t)$. The full kinetics gives $\theta=0.442$, against $0.487$ for a constant $Kp=2$ with the same exposure and duration.

### (h) The purge

At the end of the pulse a fraction $\varphi_{\rm end}$ of all sites still holds physisorbed molecules. The gas is then removed at once. How much coverage is added afterwards?

**Solution.** With $a=0$ the balance is $d\varphi/dt=-(d+k)\varphi$, so $\varphi=\varphi_{\rm end}\,e^{-(d+k)t}$. The added coverage is

$$\int_0^\infty k\varphi\,dt=\frac{k}{d+k}\,\varphi_{\rm end}.$$

This is small for every $\varphi_{\rm end}$ if $k\ll d$. That is a stronger condition than $k\ll a+d$. At high pressure, capture alone can keep the layer in equilibrium during the pulse even when $k$ is comparable to $d$. The law for the pulse then holds, but an appreciable part of the leftover layer reacts during the purge, and the comparison of two recipes must include it.

### (i) Trimethylgallium on a hydroxylated oxide

Express $k_a$, $d$ and $k$ in molecular terms. Then compare two recipes at 450 K with the same exposure of 0.10 Torr s: recipe A, 0.05 Torr for 2 s, and recipe B, 1 Torr for 0.1 s. Use a molecular mass $m$ of 114.83 u, 3.0 sites per nm², a molecular binding energy $E_b=0.70$ eV, a reaction barrier $E_r=1.10$ eV measured from the bound molecule, prefactors $\nu=10^{13}$ s⁻¹ for both processes, and a sticking probability $s=1$ on vacant sites. Apart from the mass, these are rough, round values.

**Solution.** In a gas of number density $n=p/(k_BT)$, the flux to a wall is the density times the mean of the velocity component $w$ towards it, counting positive $w$ alone:

$$F=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty w\,e^{-mw^2/(2k_BT)}\,dw .$$

The integral equals $k_BT/m$, since the integrand is the derivative of $-(k_BT/m)\,e^{-mw^2/(2k_BT)}$. Therefore

$$F=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .$$

If $\sigma$ is the number of sites per area, each site collects from the area $1/\sigma$, so

$$a=\frac{sF}{\sigma},\qquad d=\nu e^{-E_b/(k_BT)},\qquad k=\nu e^{-E_r/(k_BT)} .$$

At 1 Torr the flux is $1.545\times10^6$ nm⁻² s⁻¹. Division by 3.0 nm⁻² gives $a=5.15\times10^5$ s⁻¹. The other rates are $d=1.447\times10^5$ s⁻¹ and $k=4.79$ s⁻¹. Hence

$$K=\frac{5.151\times10^5}{1.447\times10^5}\ \text{Torr}^{-1}=3.56\ \text{Torr}^{-1},$$

and half of the unreacted sites are occupied at $1/K=0.28$ Torr. The ratio $k/d=3.3\times10^{-5}$ satisfies the conditions on the rates in both (b) and (h), and both pulses are far longer than $1/d\approx7\times10^{-6}$ s, hence also than $1/r$.

For recipe A, $Kp=0.178$ and $q=0.178/1.178=0.151$. The rate is $kq=0.724$ s⁻¹, and

$$\theta_A=1-e^{-0.724\times2}=0.765 .$$

For recipe B, $Kp=3.56$ and $q=3.56/4.56=0.781$. The rate is $3.74$ s⁻¹, and

$$\theta_B=1-e^{-3.74\times0.1}=0.312 .$$

The pressure is twenty times higher in B, but the rate is only about five times higher, while the pulse is twenty times shorter. The ratio of the exponents is $4.56/1.178=3.87$. The low-pressure exposure law would assign 0.82 to both recipes. At the same exposure, the full kinetics gives 0.81 at 0.01 Torr, 0.72 at 0.1 Torr, 0.56 at 0.3 Torr and 0.14 at 3 Torr.

The fast law exceeds the full kinetics by $9\times10^{-6}$ in coverage for A and $4\times10^{-6}$ for B. The bounds from (c) are $1.7\times10^{-5}$ and $4.5\times10^{-6}$.

When the pulse ends, the physisorbed fractions are $0.036$ for A and $0.537$ for B. The purge converts $1.2\times10^{-6}$ and $1.8\times10^{-5}$ of all sites, and the rest desorbs. The total occupation $\theta+\varphi$ at the end of the pulse is thus 0.80 for A and 0.85 for B, the reverse of the order of the chemisorbed coverages. In this model, the adsorbed amount measured before the purge would rank the two recipes wrongly.

To reach 99% coverage, the pressure of A needs 6.4 s and 0.32 Torr s, and that of B needs 1.2 s and 1.23 Torr s. The higher pressure is about five times quicker and requires 3.9 times the exposure.

The straight line of (f) can be followed with the same numbers. Here $b_A=1/0.7243=1.3806$ s and $b_B=1/3.7415=0.2673$ s, at $1/p=20$ and $1$ Torr⁻¹. The slope is $(1.3806-0.2673)/19=0.0586$ Torr s and the intercept is $0.2673-0.0586=0.2087$ s. This returns $k=4.79$ s⁻¹ and $K=3.56$ Torr⁻¹ to rounding.

### (j) What the model leaves out

Estimate how far the two coverages move when a neglected effect is restored or an uncertain parameter is changed, one at a time.

**Solution.** Four of the estimates need a short derivation or definition.

*Gas depletion.* Suppose each reacting face draws on a closed gas layer of height $h=1$ cm with no resupply. The molecules on the surface are missing from the gas, so $p=p_0-k_BT\sigma(\theta+\varphi)/h$, where $p_0$ is the nominal pressure.

*Pulse smearing.* In a stirred reactor with residence time $\tau_g=0.05$ s, the pressure rises as $p_0(1-e^{-t/\tau_g})$ during a pulse of length $T$ and then decays with the same time constant. The exposures of the two stages are $p_0[T-\tau_g(1-e^{-T/\tau_g})]$ and $p_0\tau_g(1-e^{-T/\tau_g})$. Their sum is $p_0T$, so the exposure is unchanged.

*Lateral repulsion.* Let occupied sites raise the energy of a physisorbed molecule by $W(\theta+\varphi)$ in mean field, with $W=0.05$ eV. Desorption is then faster by the factor $e^{W(\theta+\varphi)/(k_BT)}$, while capture and $k$ are held fixed. Equilibrium requires

$$\frac{\varphi}{1-\theta-\varphi}=Kp\,e^{-W(\theta+\varphi)/(k_BT)} .$$

*Parameters.* The binding energy is changed with $E_r$ held fixed, the sticking probability with $d$ held fixed, and the temperature with all energies and prefactors held fixed.

| Change | $\theta_A$ | $\theta_B$ |
|---|---|---|
| none | 0.77 | 0.31 |
| closed gas layer | 0.72 | 0.31 |
| smeared pulse | 0.77 | 0.47 |
| lateral repulsion | 0.59 | 0.25 |
| binding 0.05 eV weaker | 0.36 | 0.21 |
| binding 0.05 eV stronger | 0.98 | 0.36 |
| sticking 0.1 | 0.15 | 0.12 |
| 10 K warmer | 0.85 | 0.46 |
| 10 K cooler | 0.66 | 0.19 |

Recipe A keeps the larger coverage in each row, but the size of the difference depends strongly on $K$. With a sticking probability of 0.1 and $d$ unchanged, $K$ is ten times smaller, both recipes lie closer to the regime of the exposure law, and the coverages, taken before rounding, differ by 0.04 instead of 0.45. This row therefore describes a weaker adsorption equilibrium, not slower capture alone. If the bound and gas states are unchanged, detailed balance requires desorption to slow by the same factor as capture; $K$ then keeps its value, and the coverages hardly change as long as equilibration remains fast.

Smearing raises the coverage of the short pulse. The reason is that $g(p)/p=K/(1+Kp)$, the contribution to $\int g\,dt$ per unit of exposure, decreases with pressure. The smeared pressure never exceeds $p_0$, so the same exposure is used at least as well. This does not contradict (g), where the duration was fixed: here the gas stays longer.

The temperature acts more strongly on the exponent of B than on that of A. At low pressure the rate is $kKp$, which varies as $e^{-(E_r-E_b)/(k_BT)}$ apart from the weak factor $T^{-1/2}$ in the flux, so the effective barrier is 0.40 eV. At high pressure the rate approaches $k$, with the full 1.10 eV.

Trimethylgallium is a real gallium source for oxide deposition, and it can react with surface hydroxyl groups by releasing methane. The temperature, pressures and pulse lengths used here are chosen for illustration. A binding energy of 0.70 eV is strong for physisorption in the narrow sense and stands for an intact molecule held by a dative bond. The rate constants are estimates, not measured kinetics. The desorption prefactor in particular can lie several orders of magnitude above $10^{13}$ s⁻¹ for a molecule that gains free translation and rotation on leaving the surface. At a given binding energy $K$ is then smaller in proportion. With $k$ unchanged, both coverages fall, and the difference between the recipes disappears once $Kp\ll1$ at both pressures. A desorption prefactor of $10^{15}$ s⁻¹, for example, would leave coverages of only about 0.017 for A and 0.016 for B. To keep the same $K$ at 450 K, the binding energy would have to be larger by $k_BT\ln10=0.089$ eV for each factor of ten in the prefactor. The example thus shows what follows from the chosen $K$; it does not establish that trimethylgallium has this $K$ on a real oxide. Real reactors break the assumption of a rectangular pulse, which here moves $\theta_B$ from 0.31 to 0.47. Real surfaces break the assumption of identical, independent sites, and the repulsion chosen here moves $\theta_A$ from 0.77 to 0.59. The estimates do not cover a reacted molecule that blocks neighbouring sites, methane that adsorbs again, or a deep trench. In a trench the pressure also has to drive transport to the bottom, so the preference for low pressure at fixed exposure cannot be carried over without a transport calculation. The numerical output below lists the values used.

## Computed results

```
temperature = 450 K; molecular mass = 114.83 u
site density = 3.0 per nm2
binding = 0.70 eV; reaction barrier = 1.10 eV
both prefactors = 1.0e+13 1/s; sticking = 1
wall flux at 1 Torr = 1.545e+06 /(nm2 s)
adsorption rate at 1 Torr = 5.151e+05 1/s
desorption rate d = 1.447e+05 1/s
reaction rate k = 4.792 1/s
K = 3.561 1/Torr; 1/K = 0.2808 Torr
k/d = 3.313e-05
common exposure = 0.10 Torr s
recipe A: p = 0.05 Torr, t = 2.00 s, Kp = 0.1780
  q = 0.1511; rate = 0.7243 1/s
  theta, rate law = 0.7651; full = 0.7651
  rate law minus full = 9.12e-06
  bound on this = 1.68e-05
  phi at pulse end = 0.0355
  purge adds = 1.18e-06
recipe B: p = 1.00 Torr, t = 0.10 s, Kp = 3.5608
  q = 0.7807; rate = 3.7415 1/s
  theta, rate law = 0.3121; full = 0.3121
  rate law minus full = 4.31e-06
  bound on this = 4.50e-06
  phi at pulse end = 0.5371
  purge adds = 1.78e-05
ratio of -ln(1-theta), A to B = 3.8715
theta from exposure law, Kp << 1: 0.8185
sweep at the common exposure, full kinetics:
  p = 0.01 Torr, t = 10.0000 s: 0.8075
  p = 0.10 Torr, t = 1.0000 s: 0.7159
  p = 0.30 Torr, t = 0.3333 s: 0.5618
  p = 3.00 Torr, t = 0.0333 s: 0.1359
99% at pressure A: 6.358 s, 0.3179 Torr s
99% at pressure B: 1.231 s, 1.2308 Torr s
from two coverages: k = 4.792 1/s, K = 3.561 1/Torr
fast-reaction control, equal exposure: 0.6317, 0.6316
wavy pulse = 0.4419; constant pulse = 0.4865
gas layer per face = 1.0 cm; residence = 0.05 s
repulsion at full occupation = 0.05 eV
theta of A and B with one effect at a time:
  closed gas layer: 0.7181, 0.3115
  smeared pulse: 0.7665, 0.4712
  lateral repulsion: 0.5934, 0.2514
  binding 0.05 eV weaker: 0.3611, 0.2112
  binding 0.05 eV stronger: 0.9768, 0.3591
  sticking 0.1: 0.1544, 0.1182
  10 K warmer: 0.8486, 0.4648
  10 K cooler: 0.6583, 0.1913
```
